# Graph-coloured parallel updates of probabilistic bits

## The form of a single-bit update

A probabilistic bit \(m=\pm1\) has energy \(-mI\) when everything around it is held fixed. The drive \(I\) is an energy, and the only other energy in the problem is \(k_BT\). The probability of finding \(m=+1\) can therefore depend only on \(\beta I\), with \(\beta=1/(k_BT)\). Reversing both \(m\) and \(I\) leaves the energy unchanged, so \(P(+1\,|\,I)=P(-1\,|-I)\). Together with normalisation this gives

\[
P(+1\,|\,I)=\tfrac12\left[1+f(\beta I)\right],\qquad f(-x)=-f(x).
\]

The Boltzmann ratio of the two states fixes the odd function \(f\):

\[
\frac{1+f}{1-f}=\frac{e^{\beta I}}{e^{-\beta I}}
\quad\Rightarrow\quad
f=\frac{e^{\beta I}-e^{-\beta I}}{e^{\beta I}+e^{-\beta I}}=\tanh\beta I .
\]

To draw such a bit, take \(r\) uniform on \((-1,1)\) and set \(m=+1\) if \(\tanh\beta I>r\), otherwise \(m=-1\). Since \(P(r<t)=(t+1)/2\), this has the required probability. Both outcomes are contained in

\[
P(m\,|\,I)=\frac{e^{\beta mI}}{2\cosh\beta I}. \tag{1}
\]

For several coupled bits the energy is

\[
E(m)=-\sum_{i<j}J_{ij}m_im_j-\sum_i h_im_i,\qquad
I_i=\sum_jJ_{ij}m_j+h_i, \tag{2}
\]

with real \(J_{ij}=J_{ji}\) and \(J_{ii}=0\). The target is \(\pi(m)=e^{-\beta E(m)}/Z\), at one finite \(\beta\) common to all bits. In atomic units \(E\) is in hartree and \(k_B\) in hartree per kelvin, but only the product \(\beta E\) enters. The numbers below are in eV.

## Four bits by hand

Place bits 0, 1, 2, 3 on a ring at 300 K, where \(k_BT=0.025852\) eV. Choose

\[
(J_{01},J_{12},J_{23},J_{30})=(0.020,-0.015,0.025,0.010)\ \text{eV},
\]
\[
(h_0,h_1,h_2,h_3)=(0.005,-0.010,0,0.008)\ \text{eV}.
\]

The product of the couplings is negative, so no state satisfies all four: the ring is frustrated. Bits 0 and 2 are not coupled to each other, nor are 1 and 3. These pairs are the two colours.

Start from \(++++\) and update bits 0 and 2 together. Their drives contain only bits 1 and 3:

\[
I_0=0.020+0.010+0.005=0.035\ \text{eV},\qquad
I_2=-0.015+0.025+0=0.010\ \text{eV}.
\]

Equation (1) gives \(P(m_0=+1)=0.93748\) and \(P(m_2=+1)=0.68431\). The random numbers are independent, so the probability that both bits end up is \(0.93748\times0.68431=0.6415\).

Compare this with the Boltzmann law, obtained from the energies alone. For \(++++\),

\[
E=-(0.020-0.015+0.025+0.010)-(0.005-0.010+0.008)=-0.043\ \text{eV}.
\]

Enumerating all 16 states gives these probabilities for the four with \(m_1=m_3=+1\):

| state | \(\pi\) |
|---|---|
| \(-+-+\) | 0.00396 |
| \(-+++\) | 0.00857 |
| \(++-+\) | 0.05931 |
| \(++++\) | 0.12856 |

Their sum is 0.20040, and \(0.12856/0.20040=0.6415\). The parallel update has drawn the pair from its Boltzmann distribution conditional on the other two bits.

Preservation can now be seen in one line. All four states in the table have the same \(m_1,m_3\), hence the same drives, and each moves to \(++++\) with probability 0.6415. The probability arriving there is \(0.20040\times0.6415=0.1286\), which is what was there before.

The independence of the random numbers matters. If one \(r\) served both bits, both would be up whenever \(r\) lay below the smaller of the two hyperbolic tangents. That has probability 0.684 instead of 0.642, although each bit separately would still have the right probability.

## Proof for any colour block

Let \(C\) be a set of bits with no coupling inside it, and let \(R\) be the rest. Each term of (2) that involves \(C\) contains exactly one bit of \(C\). Collecting these terms gives

\[
E(m)=E_R(m_R)-\sum_{i\in C}m_iI_i(m_R). \tag{3}
\]

There is no factor \(\tfrac12\), because each coupling between \(C\) and \(R\) appears once. If \(i\) and \(j\) in \(C\) were coupled, the sum would count \(J_{ij}m_im_j\) twice, and the drives would depend on bits being changed.

At fixed \(m_R\), the factor \(e^{-\beta E_R}\) cancels from the conditional distribution:

\[
\pi(m_C|m_R)=
\frac{\prod_{i\in C}e^{\beta m_iI_i}}{\sum_{m_C}\prod_{i\in C}e^{\beta m_iI_i}}
=\prod_{i\in C}\frac{e^{\beta m_iI_i}}{2\cosh\beta I_i}. \tag{4}
\]

The sum over all block states factorises into separate sums over \(m_i=\pm1\), each equal to \(2\cosh\beta I_i\). The right side of (4) is the product of the single-bit probabilities (1), so the block's transition probability is

\[
K_C(m\to m')=\delta_{m_R,m_R'}\,\pi(m_C'|m_R). \tag{5}
\]

Apply it to \(\pi\):

\[
\sum_m\pi(m)K_C(m\to m')
=\pi(m_C'|m_R')\sum_{m_C}\pi(m_C,m_R')
=\pi(m_C'|m_R')\,\pi_R(m_R')=\pi(m'). \tag{6}
\]

The first equality uses the delta function, the second the definition of the marginal \(\pi_R\), and the third the definition of conditional probability. This proves preservation for every colour block. If each block preserves \(\pi\), so does any sequence of blocks, and the state may be read after any block once \(\pi\) has been reached.

Each block also obeys detailed balance. For \(m_R=m_R'\),

\[
\pi(m)K_C(m\to m')=\pi_R(m_R)\,\pi(m_C|m_R)\,\pi(m_C'|m_R),
\]

which is symmetric in \(m\) and \(m'\). A sweep of several blocks need not inherit this. On the ring, the probability flows \(m\to m'\) and \(m'\to m\) in a full sweep differ by up to 0.038. The sweep has a direction in time but still preserves \(\pi\).

Updating the bits of \(C\) one after another gives the same kernel, because no update alters another bit's drive. The parallel sweep \(\{0,2\},\{1,3\}\) therefore has the same transition probabilities as the serial order 0, 2, 1, 3, in two steps instead of four.

## The algorithm

Colours are assigned in index order: each bit takes the smallest colour not already used by a coupled neighbour. A bit with \(d\) neighbours finds at most \(d\) colours forbidden, so one of the first \(d+1\) is free. The number of colours is at most one more than the largest number of neighbours, though it need not be the minimum.

```python
import numpy as np

def colour_blocks(J):
    colour = {}
    for i in range(len(J)):
        used = {colour[j] for j in range(i) if J[i, j] != 0}
        colour[i] = next(c for c in range(len(J)) if c not in used)
    return [[i for i in colour if colour[i] == c]
            for c in range(max(colour.values()) + 1)]

def parallel_sweep(m, blocks, J, h, kT, rng):
    for block in blocks:
        drive = m @ J[:, block] + h[block]
        r = rng.uniform(-1, 1, drive.shape)
        m[:, block] = np.where(np.tanh(drive / kT) > r, 1, -1)
```

Each row of `m` is an independent replica of the system. All drives of a block are computed before any of its bits changes, and the next block sees the new values. An even ring needs two colours. An odd ring needs three, because two alternating colours would meet in a coupled pair where the ring closes.

Building the kernels explicitly for the four-bit ring, a five-bit ring and an irregular six-bit graph, the last two with randomly drawn couplings, gives a largest \(|\pi K_C-\pi|\) of \(1.1\times10^{-16}\), which is rounding error. Updating the coupled pair \(\{0,1\}\) together on the four-bit ring gives 0.045.

## Convergence from any start

Preservation alone does not show that \(\pi\) is reached. Let \(K\) be the matrix of a full sweep. To go from \(m\) to \(m'\), each block in turn must take its values in \(m'\). At finite \(\beta\) each of these steps has positive probability, so every entry of \(K\) is positive. Define

\[
a(m')=\min_mK(m\to m')>0,\qquad \delta=\sum_{m'}a(m')\le1 .
\]

If \(\delta=1\), all rows of \(K\) coincide and one sweep suffices. Otherwise write \(K(m\to m')=a(m')+(1-\delta)R(m\to m')\). The entries of \(R\) are non-negative and its rows sum to one. For any distribution \(p\), the difference \(p-\pi\) sums to zero, so the term \(a(m')\) drops out:

\[
pK-\pi=(p-\pi)K=(1-\delta)(p-\pi)R .
\]

Measure the error by the total variation distance \(\mathrm{TV}(p,q)=\tfrac12\sum_m|p(m)-q(m)|\), the largest error in the probability of any event. By the triangle inequality, \(R\) cannot increase it. Hence after \(s\) sweeps

\[
\mathrm{TV}(pK^s,\pi)\le(1-\delta)^s, \tag{7}
\]

which proves convergence and uniqueness.

For the ring \(\delta=0.081\). After ten sweeps the bound is 0.43, while the distance from the worst starting state is 0.0020. The bound guarantees convergence but is a poor estimate of its speed.

With two colours \(A\) and \(B\), the rate follows from their correlation. Write \(a,b\) for the states of the two blocks. A sweep has probability \(\pi(a'|b)\,\pi(b'|a')\), independent of the old \(a\). A right eigenvector with non-zero eigenvalue therefore depends on \(b\) alone, and the eigenvalue belongs to

\[
Q(b,b')=\sum_a\pi(a|b)\,\pi(b'|a)
=\sqrt{\frac{\pi_B(b')}{\pi_B(b)}}\,(M^{T}M)(b,b'),
\quad
M(a,b)=\frac{\pi(a,b)}{\sqrt{\pi_A(a)\pi_B(b)}} .
\]

The square roots are a similarity transformation, so the eigenvalues are the squared singular values of \(M\). The largest is 1, for the constant eigenvector. The second is 0.526 on the ring, and the late error falls by about this factor per sweep, or tenfold in \(\ln10/(-\ln0.526)\approx3.6\) sweeps.

Two limits show what controls the speed. As \(\beta\to0\), \(\pi\) becomes uniform, \(M\) has rank one, and a single sweep forgets the start. As \(\beta\to\infty\), a bit with non-zero drive follows the sign of that drive, and positivity is lost. The state \(----\), at \(-0.037\) eV, is then a trap. Its single-bit flips lead to energies of 0.013, \(-0.007\), \(-0.017\) and 0.017 eV, all higher, although the lowest state \(--++\) lies at \(-0.063\) eV.

## What goes wrong when all bits update at once

Suppose every bit uses the old values of all the others. The transition probability is \(\prod_ie^{\beta m_i'I_i(m)}/[2\cosh\beta I_i(m)]\). Consider the weight

\[
W(m)=e^{\beta\sum_ih_im_i}\prod_i2\cosh\beta I_i(m).
\]

Multiplication cancels the hyperbolic cosines:

\[
W(m)K_{\rm all}(m\to m')
=\exp\beta\Big[\sum_ih_i(m_i+m_i')+\sum_{ij}m_i'J_{ij}m_j\Big].
\]

Since \(J\) is symmetric, this is unchanged by exchanging \(m\) and \(m'\). Thus \(W\) obeys detailed balance and, after normalisation, is stationary. It is the only stationary law because all entries of \(K_{\rm all}\) are positive.

On a two-colour graph the drives of \(B\) depend only on \(m_A\), and the reverse. Summing the Boltzmann weight over \(m_B\) gives

\[
\pi_A(m_A)\propto e^{\beta\sum_{i\in A}h_im_i}\prod_{i\in B}2\cosh\beta I_i(m_A),
\]

and similarly for \(\pi_B\). The product of the two is \(W\), so the stationary law is \(\pi_A\pi_B\). Each colour is distributed correctly, but the correlation between colours is lost.

On the ring both laws give \(\langle m_0\rangle=0.028\) and \(\langle m_1\rangle=-0.319\). The Boltzmann correlation \(\langle m_0m_1\rangle\) is 0.469, whereas the simultaneous update gives \(0.028\times(-0.319)\approx-0.009\). The total variation distance between the laws is 0.39. Comparing magnetisations alone would not reveal the fault.

The same argument shows that a block consisting of one coupled pair fails for any \(J_{12}\neq0\). With the other bits frozen into biases \(b_1,b_2\), its unique stationary law is a function of \(m_1\) times a function of \(m_2\). The Boltzmann conditional law contains \(e^{\beta J_{12}m_1m_2}\), which does not factorise.

## Sampling the ring

Start 200,000 replicas in \(----\) and apply 40 coloured sweeps. The remaining influence of the start is of order \(0.526^{40}\sim10^{-11}\), so the scatter is statistical. The state \(--++\) occurs with frequency 0.2803, against the enumerated 0.2787. Over all 16 states chi-square is 14.8 for 15 degrees of freedom, and a value at least this large has probability 0.47. Against the simultaneous-update law, the same counts give about 189,000.

The enumerated mean energy is \(-0.04146\) eV, or \(-1.524\times10^{-3}\) hartree. The sample gives \(-0.04151\) eV with a standard error of 0.00005 eV.

## Magnetic tunnel junctions as bits

A low-barrier tunnel junction can supply the random bit through the thermal reversal of its free layer. Take a perpendicular layer 20 nm wide and 1 nm thick, with magnetisation \(10^6\) A/m, barrier \(\Delta=0.15\) eV and attempt time \(\tau_0=1\) ns. These are rough typical values. The moment is \(\mu=3.14\times10^{-19}\) A m\(^2\), and a field \(B=I/\mu\) supplies the drive. The largest drive, 0.045 eV, needs 23 mT. At angle \(\theta\) to the easy axis the energy is \(-\Delta\cos^2\theta-\mu B\cos\theta\). Its curvature at \(\theta=\pi\) is \(2\Delta-\mu B\), so the opposed well survives up to \(2\Delta/\mu=153\) mT.

The magnet's angle is continuous. With \(x=\cos\theta\), equal solid angles have equal \(dx\), and the sign of \(x\) is read with

\[
P(+)=\frac{\int_0^1e^{\beta\Delta x^2+\beta Ix}dx}{\int_{-1}^1e^{\beta\Delta x^2+\beta Ix}dx}
\approx\tfrac12\left(1+\beta I\langle x\rangle_+\right)
\]

for small \(\beta I\), where \(\langle x\rangle_+\) is the zero-field average over \(x>0\). Here it is 0.884, so the response is weaker than \(\tanh\beta I\).

Real devices break the assumption of identical, ideal bits. The following estimates change one thing at a time and give the distance from the ideal ring law at 300 K. The continuous angle costs 0.040, reduced to 0.001 by dividing the drives by 0.884. Moments wrong by \(\pm5\%\), in the pattern \(+,-,-,+\), make some effective couplings asymmetric and cost 0.011 or 0.012, depending on which colour was updated last. Other sign patterns of the same size cost up to 0.018. Warming by 10 K at fixed fields and moments also costs 0.011. Point-dipole stray fields, for junctions at the corners of a 200 nm square, shift the Boltzmann law by 0.0003. The field of each junction's own fixed reference layer is assumed to be cancelled. This matters: an uncompensated layer of the same size and magnetisation, 1 to 2 nm away, would give more than 50 mT, above the largest drive, and a residual of only 1 mT pointing up on every bit costs 0.067. Spin torque from the read current, circuit noise and non-uniform magnetisation are left out. If the bits are driven electrically instead of by a field, \(E\) is an effective energy and the field values do not apply.

A finite update time also matters. The zero-field lifetime of a well is \(\tau=\tau_0e^{\beta\Delta}=331\) ns. Escape from both wells makes memory decay as \(e^{-2t/\tau}\), leaving 30% after 200 ns and 0.2% after 1000 ns. Let all magnets run freely, with drives set by stored bits, and let one colour's registers be refreshed at the end of each window. In a two-well model with barriers \(\Delta(1\pm\mu B/2\Delta)^2\), the distances are:

| window (ns) | TV |
|---|---|
| 2 | 0.0033 |
| 200 | 0.035 |
| 1000 | 0.00019 |

The error is not monotonic, and its largest values lie between the first two rows: about 0.048 for a 50 ns window and 0.053 for a 100 ns window. After a long window the magnets have forgotten their past, and the block update is recovered. In the two-well model, as the window tends to zero the stored bits follow the magnets, which then flip one at a time under current drives. The ratio of their rates is \(e^{2\beta I}\), so this motion also obeys detailed balance with \(\pi\), but successive readings are strongly correlated. A real magnet also needs time to settle within a well, about 5 ns here for a magnetic damping of 0.01, so the 2 ns row shows the limit of the model and does not predict a device. For nearly fresh block draws in this model, the window must be several times \(\tau/2\). That time is sensitive to fabrication: at a fixed attempt time, one extra \(k_BT\) of barrier lengthens it by a factor \(e\). In a real magnet the attempt time shortens as the barrier rises, so the factor is smaller, between 2 and 2.5 for this layer. The lifetime also depends on damping: for this layer an attempt time of 1 ns corresponds to a damping near 0.03, and a damping of 0.01 makes the lifetime about three times longer. The numerical output lists all 16 state probabilities and the main device estimates.

## Calculated quantities

```
T = 300 K, kT = 0.025852 eV
J01, J12, J23, J30 (eV): 0.020 -0.015 0.025 0.010
h0, h1, h2, h3 (eV): 0.005 -0.010 0.000 0.008
colour blocks: [[0, 2], [1, 3]]; five-bit ring colours: 3
state m0..m3 | E (eV) | pi | sampled | all-at-once law
---- -0.037 0.10194 0.10058 0.02565
---+ +0.017 0.01262 0.01269 0.07360
--+- -0.017 0.04703 0.04711 0.05724
--++ -0.063 0.27868 0.28025 0.16422
-+-- -0.007 0.03194 0.03234 0.02105
-+-+ +0.047 0.00396 0.00398 0.03015
-++- +0.073 0.00145 0.00126 0.04698
-+++ +0.027 0.00857 0.00846 0.06728
+--- +0.013 0.01474 0.01452 0.03147
+--+ +0.027 0.00857 0.00864 0.09028
+-+- +0.033 0.00680 0.00679 0.05614
+-++ -0.053 0.18928 0.18839 0.16106
++-- -0.037 0.10194 0.10249 0.02583
++-+ -0.023 0.05931 0.05887 0.03699
+++- +0.043 0.00462 0.00466 0.04608
++++ -0.043 0.12856 0.12896 0.06599
from ++++: I0 = 0.035 eV, I2 = 0.010 eV
  P(m0=+1) = 0.93748, P(m2=+1) = 0.68431
largest |pi K - pi|, colour blocks, 3 graphs: 1.1e-16
largest |pi K - pi|, coupled pair 0,1: 0.04524
sweep: largest detailed-balance violation 0.03754
sweep: delta = 0.08060, second eigenvalue = 0.52608
sweeps 1: worst TV 6.217e-01, bound 9.194e-01
sweeps 2: worst TV 3.272e-01, bound 8.453e-01
sweeps 5: worst TV 4.837e-02, bound 6.569e-01
sweeps 10: worst TV 1.961e-03, bound 4.316e-01
magnetisations (both laws): 0.02764 -0.31931 0.32998 0.37913
<m0 m1>: Boltzmann 0.46938, all-at-once -0.00882
TV all-at-once to Boltzmann: 0.39086
replicas 200000, sweeps 40
chi-square (15 dof): 14.80, p = 0.466; first sweep p = 0.863
chi-square against all-at-once law: 189304
mean energy: -0.041464 eV = -1.523774e-03 hartree
sampled mean energy: -0.041511 eV, standard error 0.000052 eV
free layer: diameter 20 nm, thickness 1 nm, pitch 200 nm
magnetisation 1.0e+06 A/m, moment 3.142e-19 A m2
barrier 0.15 eV = 5.802 kT; attempt 1 ns, lifetime 331.0 ns
largest drive 0.045 eV: 22.95 mT; well lost at 153.0 mT
continuous angle: slope 0.8837, TV 0.04029; gain-corrected TV 0.00114
moment mismatch +/-5 %: TV 0.01093
warming by 10 K: TV 0.01059
same-colour stray coupling 2.72e-06 eV; all stray TV 2.70e-04
update window 2 ns: TV 3.27e-03
update window 200 ns: TV 3.49e-02
update window 1000 ns: TV 1.92e-04
update window 5000 ns: TV 3.20e-15
```
